\section*{Morse overtones and their cancellation by a quadratic dipole term}

\section*{Problem}

A diatomic molecule of reduced mass $m$ vibrates in the Morse potential
\[
V(q)=D\,(1-e^{-aq})^2,\qquad q=r-r_e ,
\]
where $r_e$ is the equilibrium bond length. Rotation is neglected, and $q$ runs over the whole real line. This adds the unphysical region $r<0$, where the potential is normally so high that the low levels have negligible amplitude. Near equilibrium the dipole function is
\[
\mu(q)=\mu_0+\mu_1q+\mu_2q^2 ,\qquad \mu_1\neq0,
\]
with no factor $1/2$ in the definition of $\mu_2$. The molecule starts in its lowest level.

\begin{enumerate}
\item[(a)] Find the bound levels and their normalized wavefunctions.
\item[(b)] Derive $\langle0|q|n\rangle$ and $\langle0|q^2|n\rangle$ in closed form for every bound $n\ge1$.
\item[(c)] For which $\mu_2$ does the band $0\to n$ vanish? Can one $\mu_2$ remove two bands?
\item[(d)] Examine the deep well, explain the cancellation there, and find where it fails for the first overtone.
\item[(e)] Take $m=1$~u, $D=5$~eV, $a=1.8$~\AA$^{-1}$ and $\mu_1=1$~D/\AA. Find the $\mu_2$ that removes $0\to2$, and its effect on the other bands up to $n=4$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Levels and wavefunctions}

Let $\lambda=\sqrt{2mD}/(a\hbar)$, $K=2\lambda$ and $z=Ke^{-aq}$. Divide the Schr\"odinger equation by $\hbar^2a^2/2m$ and call the scaled energy $\varepsilon$. The scaled potential is
\[
\lambda^2(1-z/K)^2=\lambda^2-\lambda z+z^2/4 .
\]
Since $d/d(aq)=-\theta$ with $\theta=z\,d/dz$, the equation becomes
\[
\theta^2\phi+\left(\lambda z-\tfrac{z^2}{4}-s^2\right)\phi=0,
\qquad s^2=\lambda^2-\varepsilon .
\]
Put $\phi=z^se^{-z/2}w$ with $s>0$, so that $\phi\to0$ at large $q$, where $z\to0$. Each $\theta$ acting on $\phi$ becomes $\theta+s-z/2$ acting on $w$, and
\[
(\theta+s-\tfrac z2)^2w=\theta^2w+(2s-z)\theta w
+\left[(s-\tfrac z2)^2-\tfrac z2\right]w .
\]
The terms in $s^2$ and $z^2$ cancel. Using $\theta^2w=z^2w''+zw'$ and dividing by $z$ gives
\[
zw''+(2s+1-z)w'+(\lambda-s-\tfrac12)w=0 .
\]
With $\nu=\lambda-s-\frac12$, the power series regular at $z=0$ has coefficient ratio $(k-\nu)/[(k+1)(k+2s+1)]$, which tends to $1/k$. Unless the series stops, $w$ grows essentially as $e^z$ and $\phi$ diverges. Hence $\nu=n=0,1,2,\dots$, and
\[
s_n=\lambda-n-\tfrac12>0,\qquad
E_n=\frac{\hbar^2a^2}{2m}\left[K(n+\tfrac12)-(n+\tfrac12)^2\right].
\]

The polynomial solution, with $\alpha=2s_n$, is
\[
L_n^{\alpha}(z)=\frac{e^zz^{-\alpha}}{n!}\frac{d^n}{dz^n}
\left(e^{-z}z^{n+\alpha}\right).
\]
To check this, let $u=e^{-z}z^{n+\alpha}$, so that $zu'=(n+\alpha-z)u$. Differentiating $n+1$ times gives $zy''+(1-\alpha+z)y'+(n+1)y=0$ for $y=u^{(n)}$. Inserting $y=e^{-z}z^\alpha w$ returns the equation for $w$.

One integral serves both the normalization and the matrix elements. For $\beta>0$, integrate by parts $n$ times. The boundary terms vanish as $z^\beta$ at the origin and exponentially at infinity, so
\begin{align}
J(\beta)&=\int_0^\infty z^{\beta-1}e^{-z}L_n^\alpha\,dz\notag\\
&=\frac{(-1)^n}{n!}(\beta-1-\alpha)\cdots(\beta-n-\alpha)
\int_0^\infty z^{\beta-1}e^{-z}\,dz\notag\\
&=\frac{(\alpha+1-\beta)_n}{n!}\,\Gamma(\beta),
\label{J}
\end{align}
where $(t)_n=t(t+1)\cdots(t+n-1)$. For $\beta=\alpha+1+k$ with $k=0,\dots,n-1$, the factor $(-k)_n$ is zero. Thus $L_n^\alpha$ is orthogonal, with weight $z^\alpha e^{-z}$, to every polynomial of lower degree.

Write $\phi_n=N_nz^{s_n}e^{-z/2}L_n^{2s_n}(z)$. Because $|dq|=dz/(az)$, normalization requires $\int z^{\alpha-1}e^{-z}(L_n^\alpha)^2dz=a/N_n^2$. Split one factor as $L_n^\alpha(z)=L_n^\alpha(0)+zp(z)$, where $p$ has degree below $n$. Its term drops out by orthogonality, leaving
\[
\frac{a}{N_n^2}=L_n^\alpha(0)J(\alpha)
=\frac{\Gamma(\alpha+n+1)}{n!\,\Gamma(\alpha+1)}\Gamma(\alpha)
=\frac{\Gamma(K-n)}{2s_n\,n!}.
\]
Here $J(\alpha)=\Gamma(\alpha)$ because $(1)_n=n!$, and $\alpha+n+1=K-n$. Therefore
\[
N_n^2=\frac{2as_n\,n!}{\Gamma(K-n)} .
\]
We take $N_n>0$. Since $L_n^\alpha(0)>0$, every bound function is then positive at large $q$, which fixes the signs below.

\subsection*{(b) Matrix elements}

Powers of $q$ are logarithms of $z$, but exponentials of $q$ are powers of $z$. We therefore calculate
\[
F_n(t)=\langle0|e^{-taq}|n\rangle,\qquad e^{-taq}=(z/K)^t ,
\]
and expand in $t$. Let $b_n=K-1-n=s_0+s_n$. In \eqref{J} we need $\beta=b_n+t$ and $\alpha=K-1-2n$, so $\alpha+1-\beta=1-n-t$. Reversing the order of the factors gives $(1-n-t)_n=(-1)^n(t)_n$. Hence
\begin{equation}
F_n(t)=(-1)^nC_n\frac{(t)_n}{n!}K^{-t}
\frac{\Gamma(b_n+t)}{\Gamma(b_n)},\qquad
C_n=\frac{N_0N_n\Gamma(b_n)}a ,
\label{F}
\end{equation}
for $b_n+t>0$. Now $N_0^2=a/\Gamma(K-1)$ and $\Gamma(K-n)=b_n\Gamma(b_n)$. Also $\Gamma(K-1)=\Gamma(b_n)\prod_{j=1}^n(K-1-j)$, so
\begin{equation}
C_n^2=\frac{n!\,(K-1-2n)}
{(K-1-n)\prod_{j=1}^n(K-1-j)} .
\label{C}
\end{equation}

Let $\psi=\Gamma'/\Gamma$ be the digamma function and $H_k=\sum_{j=1}^k1/j$, with $H_0=0$. To the required order,
\begin{align*}
(t)_n&=(n-1)!\,t\,(1+H_{n-1}t+\cdots),\\
K^{-t}&=1-t\ln K+\cdots,\\
\Gamma(b_n+t)/\Gamma(b_n)&=1+t\psi(b_n)+\cdots .
\end{align*}
Thus
\[
F_n(t)=\frac{(-1)^nC_n}{n}
\left\{t+t^2[H_{n-1}+\psi(b_n)-\ln K]+\cdots\right\}.
\]
The definition of $F_n$ and orthogonality give
\[
F_n(t)=-ta\langle0|q|n\rangle
+\tfrac12t^2a^2\langle0|q^2|n\rangle+\cdots .
\]
Comparing coefficients,
\begin{align}
\langle0|q|n\rangle&=\frac{(-1)^{n+1}C_n}{an},\label{q}\\
\langle0|q^2|n\rangle&=R_n\langle0|q|n\rangle,\notag\\
R_n&=\frac2a\left[\ln K-\psi(K-1-n)-H_{n-1}\right].
\label{R}
\end{align}

\subsection*{(c) Cancellation}

The constant $\mu_0$ drops out by orthogonality. The transition moment is
\begin{equation}
M_n=\langle0|\mu|n\rangle
=\langle0|q|n\rangle(\mu_1+\mu_2R_n).
\label{M}
\end{equation}
Since $\langle0|q|n\rangle\ne0$ for every bound $n\geq1$, the band vanishes when
\[
\mu_2=\mu_{2,n}^*=-\frac{\mu_1}{R_n},\qquad R_n\ne0 .
\]
For other values of $\mu_2$, $|M_n|^2$ is its linear-dipole value times $(1-\mu_2/\mu_{2,n}^*)^2$. At $\mu_2=-\mu_{2,n}^*$ the two contributions add, and $|M_n|^2$ is four times the linear value.

To compare bands, use $\psi(y+1)=\psi(y)+1/y$ with $y=K-2-n$:
\[
R_{n+1}-R_n=\frac2a\left[\frac1{K-2-n}-\frac1n\right].
\]
If $n+1$ is bound, then $K>2n+3$ and $K-2-n>n+1>n$. The difference is negative, so no two $R_n$ are equal. Two vanishing bands would both need $R_n=-\mu_1/\mu_2$; one value of $\mu_2$ can therefore remove at most one band.

\subsection*{(d) Deep well, explanation and failure}

For fixed $n$ and large $K$, use $\psi(y)=\ln y-1/(2y)+O(y^{-2})$. The logarithms in \eqref{R} contribute $(n+1)/K$, and the next term contributes $1/(2K)$:
\begin{equation}
\frac{aR_n}{2}=-H_{n-1}+\frac{n+3/2}{K}+O(K^{-2}).
\label{deep}
\end{equation}
For $n\ge2$ the leading cancelling value is $a\mu_1/(2H_{n-1})$, which is $a\mu_1/2$ for the first overtone. For the fundamental $H_0=0$, so $R_1\simeq5/(aK)$. A quadratic term that removes the first overtone changes the fundamental moment by a relative amount of order $1/K$.

For $n=2$, equations \eqref{C}, \eqref{q} and \eqref{deep} give, to leading order,
\[
a\langle0|q|2\rangle\simeq-\frac1{\sqrt2K},\qquad
a^2\langle0|q^2|2\rangle\simeq\frac{\sqrt2}{K}.
\]
In a harmonic oscillator $q$ does not connect levels 0 and 2, so the first element comes from the anharmonic potential. The second survives in the harmonic limit and enters through the curvature of the dipole function. For $\mu_2$ of order $a\mu_1$, these mechanical and electrical contributions have the same order in $1/K$. They oppose each other when $\mu_2$ has the sign of $\mu_1$.

The value $a\mu_1/2$ has a simple origin. Consider the dipole function
\[
\mu_{\rm exp}(q)=\frac{\mu_1}{a}(e^{aq}-1)
=\mu_1q+\frac{a\mu_1}{2}q^2+\frac{a^2\mu_1}{6}q^3+\cdots .
\]
Its moments follow from \eqref{F} at $t=-1$. This is allowed, since $b_n-1=K-2-n>0$ for bound $n\ge1$. For $n\ge2$ the product $(-1)_n$ contains a zero factor, so this dipole gives no overtones from the ground level. In terms of wavefunctions, $e^{aq}\phi_0$ is proportional to $z^{s_0-1}e^{-z/2}$. Because $L_1^\alpha=\alpha+1-z$, that function is a combination of $\phi_0$ and $\phi_1$.

Cutting the exponential dipole after its quadratic term leaves a small 0--2 moment. This is why $\mu_{2,2}^*$ differs from $a\mu_1/2$ at finite $K$. Likewise, cubic and higher terms in a real dipole function generally shift the cancellation point. For $n=2$ the shift is of relative order $1/K$. For $n\ge3$ it is not small: from $(t)_3=2t+3t^2+t^3$ in \eqref{F}, $a^2\langle0|q^3|3\rangle/\langle0|q|3\rangle\to3$ at large $K$, so a cubic coefficient of order $a^2\mu_1$ enters at the same order as the linear and quadratic terms. The value $a\mu_1/(2H_{n-1})$ for $n\ge3$ belongs to the strictly quadratic dipole only.

The cancellation can also fail in a shallow well. Level 2 is bound for $K>5$. As $K\to5$, $aR_2/2\to\ln5-\psi(2)-1$, and $\psi(2)=\psi(1)+1=1-\gamma$, with Euler's constant $\gamma\simeq0.577$, so the limit is $\ln5+\gamma-2\simeq0.19$, which is positive. At large $K$ the quantity is negative. Its derivative is $1/K-\psi'(K-3)$, and
\[
\psi'(y)=\sum_{k=0}^\infty\frac1{(y+k)^2}
>\int_y^\infty\frac{dx}{x^2}=\frac1y ,
\]
so the derivative is negative and there is one zero, found numerically at $K=5.505$. There $\langle0|q^2|2\rangle=0$ while $a\langle0|q|2\rangle=-0.107$, and no finite $\mu_2$ removes the first overtone. Below this $K$ the cancelling $\mu_2$ has the opposite sign to $\mu_1$; above it, the same sign. This is a property of the strictly quadratic model. At $K=5.505$, $s_2\simeq0.25$, so level 2 decays over a length of about $4/a$, far outside the region where a quadratic dipole describes a real molecule, and higher dipole terms are not negligible there.

\subsection*{(e) Numerical example}

The parameters give $\lambda=27.173$, $K=54.345$ and $\hbar^2a^2/(2m)=54.619$~cm$^{-1}$ in wavenumber units. The levels in (a) give
\[
\tilde\nu_n=54.619\,[Kn-n(n+1)]\ {\rm cm}^{-1},
\]
hence $\tilde\nu_1=2859.0$ and $\tilde\nu_2=5608.8$~cm$^{-1}$.

For the first overtone, \eqref{C} and \eqref{q} give
\[
\langle0|q|2\rangle=-\frac1{2(1.8)}
\sqrt{\frac{2(49.345)}{(51.345)^2(52.345)}}\ \text{\AA}
=-7.428\times10^{-3}\ \text{\AA}.
\]
With $\ln K=3.99536$ and $\psi(K-3)=3.92880$,
\[
R_2=\frac2{1.8}(3.99536-3.92880-1)\ \text{\AA}
=-1.037\ \text{\AA}.
\]
The cancelling coefficient is
\[
\mu_{2,2}^*=\frac{1}{1.037}\ \text{D/\AA}^2
=0.964\ \text{D/\AA}^2 ,
\]
compared with the deep-well estimate $0.900$~D/\AA$^2$. The linear and quadratic parts of $M_2$ are $-7.428\times10^{-3}$ and $+7.428\times10^{-3}$~D.

For intensities, suppose the radiation has equal energy density per unit frequency at each band. In the electric-dipole approximation, the absorption rate is proportional to $|M_n|^2$ and each photon carries energy $hc\tilde\nu_n$. The absorbed power $I_n$ is thus proportional to $\tilde\nu_n|M_n|^2$. Each ratio below refers to the fundamental of the same dipole function.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $M_n$, $\mu_2=0$ & $M_n$, $\mu_2=\mu_{2,2}^*$ &
$I_n/I_1$, & $I_n/I_1$,\\
& ($10^{-3}$ D) & ($10^{-3}$ D) & $\mu_2=0$ & $\mu_2=\mu_{2,2}^*$\\
1 & $76.05$ & $79.89$ & $1$ & $1$\\
2 & $-7.428$ & $0$ & $1.87\times10^{-2}$ & $0$\\
3 & $1.196$ & $-0.615$ & $7.13\times10^{-4}$ & $1.71\times10^{-4}$\\
4 & $-0.252$ & $0.214$ & $4.15\times10^{-5}$ & $2.72\times10^{-5}$
\end{tabular}
\end{center}

The fundamental moment rises by 5.0\%, while the first overtone disappears. The moments for $n=3$ and 4 change sign because their cancelling values, $0.637$ and $0.521$~D/\AA$^2$, have already been passed. These two rows depend on the truncation: adding a cubic term $\mu_3q^3$ with $\mu_3=0.54$~D/\AA$^3$ changes $M_3$ to $-0.156\times10^{-3}$~D and $M_4$ to $0.007\times10^{-3}$~D, and $\mu_3=1$~D/\AA$^3$ restores the signs found for $\mu_2=0$. The steady fall of intensity with $n$ found for $\mu_2=0$ is broken: $0\to2$ is weaker than both $0\to3$ and $0\to4$.

If $\mu_2$ is 10\% below $\mu_{2,2}^*$, then $|M_2|^2$ is 1\% of its linear-dipole value and $I_2/I_1=1.71\times10^{-4}$. With $\mu_2=-\mu_{2,2}^*$, $|M_2|^2$ is four times the linear value. The fundamental is slightly weaker, so $I_2/I_1$ rises by somewhat more than four, from $0.0187$ to $0.0830$.

A diagonalization on a grid, made without the Laguerre functions, confirms the matrix elements and the cancellation. The zero belongs to the rotationless moment of this model; rotation, like higher dipole terms, can leave absorption in the band. The rotational residual is weak for the lowest rotational levels but grows with the rotational quantum number.

\section*{Calculated quantities}
\begin{verbatim}
reduced mass = 1.0 u
well depth D = 5.0 eV
range parameter a = 1.8 1/angstrom
linear dipole coefficient mu1 = 1.0 D/angstrom
lambda = 27.1726, K = 54.3452 (dimensionless)
number of bound levels = 27
harmonic wavenumber = 2968.26 cm^-1
anharmonicity hbar^2a^2/(2m) = 54.619 cm^-1
0->1: wavenumber = 2859.0 cm^-1
  <0|q|1> = 7.605024e-02 angstrom
  <0|q^2|1> = 3.978142e-03 angstrom^2
  R_1 = 0.05231 angstrom, cancelling mu2 = -19.11703 D/angstrom^2
0->2: wavenumber = 5608.8 cm^-1
  <0|q|2> = -7.428426e-03 angstrom
  <0|q^2|2> = 7.704479e-03 angstrom^2
  R_2 = -1.03716 angstrom, cancelling mu2 = 0.96417 D/angstrom^2
0->3: wavenumber = 8249.4 cm^-1
  <0|q|3> = 1.195841e-03 angstrom
  <0|q^2|3> = -1.878245e-03 angstrom^2
  R_3 = -1.57065 angstrom, cancelling mu2 = 0.63668 D/angstrom^2
0->4: wavenumber = 10780.7 cm^-1
  <0|q|4> = -2.524217e-04 angstrom
  <0|q^2|4> = 4.842712e-04 angstrom^2
  R_4 = -1.91850 angstrom, cancelling mu2 = 0.52124 D/angstrom^2
ln K = 3.995356, digamma(K-3) = 3.928802
chosen mu2 = 0.96417 D/angstrom^2
deep-well estimate a*mu1/2 = 0.90000 D/angstrom^2
0->2 linear part = -7.428426e-03 D
0->2 quadratic part = 7.428426e-03 D
M_1: linear dipole 7.60502e-02 D, with mu2 7.98858e-02 D
M_2: linear dipole -7.42843e-03 D, with mu2 0.00000e+00 D
M_3: linear dipole 1.19584e-03 D, with mu2 -6.15106e-04 D
M_4: linear dipole -2.52422e-04 D, with mu2 2.14498e-04 D
I_1/I_1: linear dipole 1.0000e+00, with mu2 1.0000e+00
I_2/I_1: linear dipole 1.8717e-02, with mu2 0.0000e+00
I_3/I_1: linear dipole 7.1343e-04, with mu2 1.7107e-04
I_4/I_1: linear dipole 4.1541e-05, with mu2 2.7185e-05
I_2/I_1 at 0.9 of chosen mu2 = 1.7127e-04
I_2/I_1 at minus chosen mu2 = 8.3034e-02
fundamental moment, with mu2 / linear = 1.05044
grid <0|exp(aq)|1> = 0.14489
grid largest |<0|exp(aq)|n>|, n=2..5, below 1e-9: True
K at which R_2 = 0: 5.5052
there a<0|q|2> = -0.10715 (dimensionless)
\end{verbatim}
